# Why heavy-element p sets need tight exponents: 2p1/2 versus 2p3/2: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: at Z = 80 a Gaussian p set needs much tighter exponents
# for 2p1/2 than for nonrelativistic 2p, while 2p3/2 needs far less change.
# Rydberg units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, lengths in bohr.
# P, Q: radial large and small components; kappa = +1 (p1/2), -2 (p3/2).
# Radial equations: V P + c(-Q' + kappa Q/r) = E P,
#                   c(P' + kappa P/r) = (E + c^2 - V) Q.
# Primitives: r^2 exp(-zeta r^2). Exact elimination of Q gives an upper bound
# to the energy for every trial P; c = infinity gives the Schroedinger case.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize
from scipy.special import erf, gamma as gamma_function

Z = 80
ALPHA = const.fine_structure
C = 2.0 / ALPHA
RY_EV = const.value("Rydberg constant times hc in eV")
BOHR = const.value("Bohr radius")

# Trapezoidal quadrature in ln r converges exponentially for these integrands.
STEP = 0.1
r = np.exp(np.arange(np.log(1e-9), np.log(6.0), STEP))
w = STEP * r
V_POINT = -2.0 * Z / r


def primitives(zetas, kappa):
    """Normalized large functions f and their images (d/dr + kappa/r) f."""
    z = np.asarray(zetas)[:, None]
    norm = np.sqrt(2.0 * (2.0 * z) ** 2.5 / gamma_function(2.5))
    gauss = norm * np.exp(-z * r**2)
    return gauss * r**2, gauss * ((2 + kappa) * r - 2.0 * z * r**3)


def bound_energy(zetas, kappa, c, V=V_POINT):
    """Lowest energy with the small component eliminated exactly."""
    F, G = primitives(zetas, kappa)
    S = (F * w) @ F.T
    potential = (F * (w * V)) @ F.T
    E = -Z**2 / 4.0
    for _ in range(40):
        weight = 1.0 / (1.0 + (E - V) / c**2)
        A = (G * (w * weight)) @ G.T + potential
        v = eigh(A, S, subset_by_index=[0, 0])[1][:, 0]
        P, D = v @ F, v @ G
        norm = np.sum(w * P**2)
        value = np.sum(w * (weight * D**2 + V * P**2)) / norm
        slope = -np.sum(w * (weight * D) ** 2) / norm / c**2
        change = (value - E) / (1.0 - slope)
        E += change
        if abs(change) < 1e-7:
            return E
    raise RuntimeError("energy iteration did not converge")


def balanced_energy(zetas, kappa, c):
    """Lowest positive-branch level of the kinetically balanced Dirac matrix."""
    F, G = primitives(zetas, kappa)
    B = G / np.sqrt(np.sum(w * G**2, axis=1))[:, None]
    S, T = (F * w) @ F.T, (B * w) @ B.T
    coupling = c * (G * w) @ B.T
    upper = (F * (w * V_POINT)) @ F.T
    lower = (B * (w * V_POINT)) @ B.T - c**2 * T
    H = np.block([[upper, coupling], [coupling.T, lower]])
    return eigh(H, block_diag(S, T), eigvals_only=True)[len(zetas)]


def exact_energy(kappa, c, charge=Z):
    """Exact n = 2 point-nucleus energy without the rest energy."""
    if np.isinf(c):
        return -charge**2 / 4.0
    g = np.sqrt(kappa**2 - (2.0 * charge / c) ** 2)
    x = (2.0 * charge / c) / (2 - abs(kappa) + g)
    root = np.sqrt(1.0 + x * x)
    return -0.5 * c**2 * x * x / (root * (1.0 + root))


def exact_spinor(kappa, c, charge=Z):
    """P = r^g e^(-k r)(1 + p1 r), Q = r^g e^(-k r)(q0 + q1 r)."""
    E = exact_energy(kappa, c, charge)
    g = np.sqrt(kappa**2 - (2.0 * charge / c) ** 2)
    k = np.sqrt(-E * (E + c**2)) / c
    q0 = c * (g + kappa) / (2.0 * charge)
    q1 = (E - c * k * q0) / (c * (kappa - g - 1) - 2 * charge * c * k / E)
    return E, g, k, c * k * q1 / E, q0, q1


def optimize(kappa, c, reference, size, V=V_POINT):
    """Full exponent optimization; variables are ln(zeta_min) and log gaps."""
    def objective(x):
        return np.log(bound_energy(np.exp(np.cumsum(x)), kappa, c, V)
                      - reference)

    def even_tempered(y):
        if not (0.25 < y[1] < 5.0 and 0.0 < y[0] < 9.0):
            return 50.0
        return objective(np.r_[y[0], np.full(size - 1, y[1])])

    def gradient(x):
        h = 1e-3
        return np.array([(objective(x + h * e) - objective(x - h * e)) / (2 * h)
                         for e in np.eye(size)])

    y = minimize(even_tempered, [np.log(60.0), np.log(3.5)],
                 method="Nelder-Mead", options={"xatol": 1e-3, "fatol": 1e-4}).x
    start = np.r_[y[0], np.full(size - 1, y[1])]
    result = minimize(objective, start, jac=gradient, method="L-BFGS-B",
                      bounds=[(0.0, 9.0)] + [(0.25, 5.0)] * (size - 1),
                      options={"maxiter": 250, "ftol": 1e-13, "gtol": 1e-6})
    return np.exp(np.cumsum(result.x))


STATES = {"NR 2p": (1, np.inf), "2p3/2": (-2, C), "2p1/2": (1, C)}
exact = {s: exact_energy(*STATES[s]) for s in STATES}

# Exact spinors: insert them in the differential equations numerically.
spinor = {s: exact_spinor(*STATES[s]) for s in ("2p3/2", "2p1/2")}


def components(state, x):
    if state == "NR 2p":
        return x**2 * np.exp(-Z * x / 2), 0.0 * x
    _, g, k, p1, q0, q1 = spinor[state]
    common = x**g * np.exp(-k * x)
    return common * (1 + p1 * x), common * (q0 + q1 * x)


for state in spinor:
    kappa = STATES[state][0]
    E = exact[state]
    x = np.geomspace(1e-6, 0.2, 60)
    h = 1e-4 * x
    P, Q = components(state, x)
    Pp, Qp = components(state, x + h)
    Pm, Qm = components(state, x - h)
    dP, dQ = (Pp - Pm) / (2 * h), (Qp - Qm) / (2 * h)
    V = -2.0 * Z / x
    first = (V - E) * P + C * (-dQ + kappa * Q / x)
    second = C * (dP + kappa * P / x) + (V - E - C**2) * Q
    scale1 = abs(V * P) + abs(E * P) + C * (abs(dQ) + abs(Q / x))
    scale2 = C * (abs(dP) + abs(P / x)) + abs((V - E - C**2) * Q)
    assert np.max(abs(first) / scale1) < 1e-6
    assert np.max(abs(second) / scale2) < 1e-6

crossover = 1.0 / spinor["2p1/2"][3]
light_crossover = 1.0 / exact_spinor(1, C, 1)[3]
assert abs(light_crossover / (0.75 * ALPHA**2) - 1) < 1e-3


def inner_share(state):
    """Share of the potential energy found inside the crossover radius."""
    def density(t):
        x = np.exp(t)
        P, Q = components(state, x)
        return P**2 + Q**2
    inside = quad(density, np.log(1e-12), np.log(crossover), limit=200)[0]
    outside = quad(density, np.log(crossover), np.log(3.0), limit=200)[0]
    return inside / (inside + outside)


share = {s: inner_share(s) for s in STATES}
assert share["2p1/2"] > share["2p3/2"] and share["2p1/2"] > share["NR 2p"]


# Decay of the error with the tightest exponent in dense even-tempered sets.
def dense_set(last):
    return 12.0 * 2.0 ** np.arange(last + 1)


def decay_power(state, first, last):
    errors = [bound_energy(dense_set(m), *STATES[state]) - exact[state]
              for m in (first, last)]
    assert errors[0] > errors[1] > 0
    return np.log(errors[0] / errors[1]) / ((last - first) * np.log(2.0))


power = {"NR 2p": decay_power("NR 2p", 12, 15),
         "2p3/2": decay_power("2p3/2", 12, 15),
         "2p1/2": decay_power("2p1/2", 24, 30)}
assert abs(power["2p1/2"] - spinor["2p1/2"][1]) < 0.03
assert 2.1 < power["NR 2p"] < 2.9
assert 1.6 < power["2p3/2"] < 2.9
dense_error = bound_energy(dense_set(30), 1, C) - exact["2p1/2"]
assert 0 < dense_error < 1e-5 * abs(exact["2p1/2"])
assert abs(bound_energy(dense_set(18), -2, C) - exact["2p3/2"]) < 1e-2
assert abs(balanced_energy(dense_set(15), -2, C) - exact["2p3/2"]) < 0.05

# Separate optimizations and exchange of the optimized sets.
sets = {(s, n): optimize(*STATES[s], exact[s], n)
        for s in STATES for n in (4, 6, 8)}
error = {(owner, s): bound_energy(sets[owner, 6], *STATES[s]) - exact[s]
         for owner in STATES for s in STATES}
assert min(error.values()) > 0
for s in STATES:
    for i in range(6):
        for factor in (1.05, 1 / 1.05):
            trial = sets[s, 6].copy()
            trial[i] *= factor
            assert bound_energy(trial, *STATES[s]) - exact[s] > error[s, s]
top = {key: value[-1] for key, value in sets.items()}
assert top["2p1/2", 6] > 3 * top["NR 2p", 6]
assert top["2p1/2", 6] / top["2p3/2", 6] > top["2p3/2", 6] / top["NR 2p", 6]
penalty = {s: error["NR 2p", s] / error[s, s] for s in ("2p3/2", "2p1/2")}
assert penalty["2p1/2"] > penalty["2p3/2"]
assert error["NR 2p", "2p1/2"] > 10 * error["NR 2p", "2p3/2"]

# Restricted kinetic balance lies below the bound in the same large basis.
balanced = {}
for owner in STATES:
    for s in ("2p3/2", "2p1/2"):
        E = balanced_energy(sets[owner, 6], *STATES[s])
        balanced[owner, s] = E - exact[s]
        assert balanced[owner, s] <= error[owner, s] + 1e-6

# Add one function to the nonrelativistic set: beyond its top, or elsewhere.
base = sets["NR 2p", 6]
tight_places = base[-1] * 10 ** np.linspace(0.3, 3.5, 33)
other_places = np.r_[base[0] / 2.5, np.sqrt(base[1:] * base[:-1])]


def best_addition(state, places):
    values = [bound_energy(np.sort(np.r_[base, z]), *STATES[state])
              - exact[state] for z in places]
    i = int(np.argmin(values))
    return places[i], values[i]


tight = {s: best_addition(s, tight_places) for s in ("2p3/2", "2p1/2")}
other = {s: best_addition(s, other_places) for s in ("2p3/2", "2p1/2")}
before = error["NR 2p", "2p1/2"]
assert before - tight["2p1/2"][1] > 2 * (before - other["2p1/2"][1])

# Weakening relativity must remove the demand for tight functions.
weak_set = optimize(1, 10 * C, exact_energy(1, 10 * C), 6)
assert 0.7 < weak_set[-1] / top["NR 2p", 6] < 1.5

# A Gaussian nuclear charge cuts off the singularity at nuclear distances.
radius_fm = 5.5
radius = radius_fm * 1e-15 / BOHR
eta = 1.5 / radius**2
V_FINITE = -2.0 * Z * erf(np.sqrt(eta) * r) / r
finite_reference = bound_energy(dense_set(30), 1, C, V_FINITE)
finite_check = bound_energy(dense_set(28), 1, C, V_FINITE)
assert abs(finite_check - finite_reference) < 1e-3
assert finite_reference > exact["2p1/2"]
finite_set = optimize(1, C, finite_reference, 6, V_FINITE)
finite_error = bound_energy(finite_set, 1, C, V_FINITE) - finite_reference
finite_nr_error = bound_energy(base, 1, C, V_FINITE) - finite_reference
assert finite_set[-1] > 3 * top["NR 2p", 6]
assert finite_nr_error > finite_error

print(f"Z = {Z}, Z*alpha = {Z * ALPHA:.5f}, c = {C:.4f} Rydberg units")
for s in STATES:
    print(f"exact E {s}: {exact[s]:.4f} Ry = {exact[s] * RY_EV:.1f} eV")
for s in spinor:
    print(f"{s}: gamma = {spinor[s][1]:.5f}, Q/P at r->0 = {spinor[s][4]:.4f}")
print(f"2p1/2 crossover radius r_x = {crossover:.6f} bohr")
print(f"small-Z*alpha estimate of r_x = {0.75 * Z * ALPHA**2:.6f} bohr")
print(f"1/r_x^2 = {crossover**-2:.4e} bohr^-2")
for s in STATES:
    print(f"potential energy inside r_x, {s}: {100 * share[s]:.3f} %")
for s in STATES:
    print(f"error decay power in zeta_max, {s}: {power[s]:.4f}")
print("six optimized exponents, bohr^-2:")
for s in STATES:
    print(f"{s}: " + " ".join(f"{z:.5g}" for z in sets[s, 6]))
print("tightest exponent for 4, 6, 8 functions, bohr^-2:")
for s in STATES:
    print(f"{s}: " + " ".join(f"{top[s, n]:.4e}" for n in (4, 6, 8)))
for s in ("2p3/2", "2p1/2"):
    print(f"zeta_max ratio {s} to NR, six: {top[s, 6] / top['NR 2p', 6]:.3f}")
print("upper-bound errors, Ry; columns NR 2p, 2p3/2, 2p1/2:")
for owner in STATES:
    print(f"set {owner}: " + " ".join(f"{error[owner, s]:.5f}" for s in STATES))
for s in penalty:
    print(f"{s}: error in NR set / error in own set = {penalty[s]:.3f}")
print(f"2p1/2 error in NR set = {before * RY_EV:.3f} eV")
print(f"2p1/2 error in own set = {error['2p1/2', '2p1/2'] * RY_EV:.3f} eV")
print("kinetically balanced signed errors, Ry; columns 2p3/2, 2p1/2:")
for owner in STATES:
    print(f"set {owner}: {balanced[owner, '2p3/2']:.5f} "
          f"{balanced[owner, '2p1/2']:.5f}")
for s in tight:
    print(f"NR set + tight, {s}: zeta {tight[s][0]:.4e} bohr^-2, "
          f"error {tight[s][1]:.5f} Ry")
    print(f"NR set + other, {s}: zeta {other[s][0]:.4e} bohr^-2, "
          f"error {other[s][1]:.5f} Ry")
print(f"2p1/2 zeta_max with 10c: {weak_set[-1]:.4e} bohr^-2")
print(f"model nuclear rms radius = {radius_fm:.1f} fm = {radius:.4e} bohr")
print(f"nuclear Gaussian exponent = {eta:.4e} bohr^-2")
print(f"finite-nucleus shift = {finite_reference - exact['2p1/2']:.4f} Ry")
print(f"finite nucleus 2p1/2 zeta_max = {finite_set[-1]:.4e} bohr^-2")
print(f"finite nucleus error, own set = {finite_error:.5f} Ry")
print(f"finite nucleus error, NR set = {finite_nr_error:.5f} Ry")
print("finished without a failed check")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 182, in <module>
    assert abs(power["2p1/2"] - spinor["2p1/2"][1]) < 0.03
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The predicted power γ for 2p1/2 is only a limit, but the first program took it from total errors at moderately tight exponents. Those errors also contain finite-distance corrections and a fixed error from the spacing of the exponents. The power now comes from successive energy differences, which cancel the fixed part, at much tighter exponents for 2p1/2; the other two states use the same method with shifted windows, and an equilibrated eigenvalue problem limits roundoff. All tolerances are unchanged, and the old-window power is still printed, with and without the estimated fixed error, so that the two contributions can be told apart.

Repair:

```diff
@@ -22,5 +22,5 @@
 # Trapezoidal quadrature in ln r converges exponentially for these integrands.
 STEP = 0.1
-r = np.exp(np.arange(np.log(1e-9), np.log(6.0), STEP))
+r = np.exp(np.arange(np.log(1e-11), np.log(6.0), STEP))
 w = STEP * r
 V_POINT = -2.0 * Z / r
@@ -33,4 +33,17 @@
     gauss = norm * np.exp(-z * r**2)
     return gauss * r**2, gauss * ((2 + kappa) * r - 2.0 * z * r**3)
+
+
+def lowest_vector(A, S):
+    """Lowest solution of A v = e S v from the inverse, equilibrated problem.
+
+    The shift lies below the spectrum, so the shifted matrix is positive;
+    its unit diagonal keeps huge elements of tight functions harmless.
+    """
+    M = A + 0.5 * Z**2 * S
+    d = 1.0 / np.sqrt(np.diag(M))
+    scale = np.outer(d, d)
+    last = len(d) - 1
+    return d * eigh(S * scale, M * scale, subset_by_index=[last, last])[1][:, 0]
 
 
@@ -44,5 +57,5 @@
         weight = 1.0 / (1.0 + (E - V) / c**2)
         A = (G * (w * weight)) @ G.T + potential
-        v = eigh(A, S, subset_by_index=[0, 0])[1][:, 0]
+        v = lowest_vector(A, S)
         P, D = v @ F, v @ G
         norm = np.sum(w * P**2)
@@ -165,25 +178,41 @@
 
 
-# Decay of the error with the tightest exponent in dense even-tempered sets.
+# Decay of the error with the tightest exponent in nested dense sets.
+# Differences of successive energies cancel the constant error that comes
+# from the fixed ratio 2 between neighbouring exponents.
 def dense_set(last):
     return 12.0 * 2.0 ** np.arange(last + 1)
 
 
-def decay_power(state, first, last):
-    errors = [bound_energy(dense_set(m), *STATES[state]) - exact[state]
-              for m in (first, last)]
-    assert errors[0] > errors[1] > 0
-    return np.log(errors[0] / errors[1]) / ((last - first) * np.log(2.0))
-
-
-power = {"NR 2p": decay_power("NR 2p", 12, 15),
-         "2p3/2": decay_power("2p3/2", 12, 15),
-         "2p1/2": decay_power("2p1/2", 24, 30)}
+def dense_error(state, last):
+    return bound_energy(dense_set(last), *STATES[state]) - exact[state]
+
+
+def decay(state, first, step):
+    """Power of the decaying part, and the constant part of the error."""
+    e = [dense_error(state, first + i * step) for i in range(3)]
+    assert e[0] > e[1] > e[2]
+    ratio = (e[0] - e[1]) / (e[1] - e[2])
+    constant = e[2] - (e[1] - e[2]) / (ratio - 1.0)
+    return np.log(ratio) / (step * np.log(2.0)), constant
+
+
+windows = {"NR 2p": (14, 2), "2p3/2": (17, 2), "2p1/2": (30, 4)}
+power, constant_error = {}, {}
+for s in STATES:
+    power[s], constant_error[s] = decay(s, *windows[s])
 assert abs(power["2p1/2"] - spinor["2p1/2"][1]) < 0.03
 assert 2.1 < power["NR 2p"] < 2.9
 assert 1.6 < power["2p3/2"] < 2.9
-dense_error = bound_energy(dense_set(30), 1, C) - exact["2p1/2"]
-assert 0 < dense_error < 1e-5 * abs(exact["2p1/2"])
-assert abs(bound_energy(dense_set(18), -2, C) - exact["2p3/2"]) < 1e-2
+
+# The same power from total errors at less tight exponents, for comparison.
+e24, e30 = dense_error("2p1/2", 24), dense_error("2p1/2", 30)
+assert e24 > e30 > 0
+floor = constant_error["2p1/2"]
+raw_power = np.log(e24 / e30) / (6 * np.log(2.0))
+cleaned_power = np.log((e24 - floor) / (e30 - floor)) / (6 * np.log(2.0))
+
+assert e30 < 1e-5 * abs(exact["2p1/2"])
+assert abs(dense_error("2p3/2", 18)) < 1e-2
 assert abs(balanced_energy(dense_set(15), -2, C) - exact["2p3/2"]) < 0.05
 
@@ -263,5 +292,12 @@
     print(f"potential energy inside r_x, {s}: {100 * share[s]:.3f} %")
 for s in STATES:
-    print(f"error decay power in zeta_max, {s}: {power[s]:.4f}")
+    first, step = windows[s]
+    low, high = dense_set(first)[-1], dense_set(first + 2 * step)[-1]
+    print(f"decay power {s}: {power[s]:.4f} "
+          f"(zeta_max {low:.2e} to {high:.2e} bohr^-2)")
+print(f"2p1/2 constant error of ratio-2 sets: {floor:.2e} Ry")
+print(f"2p1/2 power, total errors, {dense_set(24)[-1]:.2e} to "
+      f"{dense_set(30)[-1]:.2e} bohr^-2: {raw_power:.4f}")
+print(f"same with the constant error removed: {cleaned_power:.4f}")
 print("six optimized exponents, bohr^-2:")
 for s in STATES:
```

The mended program passes:

```
Z = 80, Z*alpha = 0.58379, c = 274.0720 Rydberg units
exact E NR 2p: -1600.0000 Ry = -21769.1 eV
exact E 2p3/2: -1635.6150 Ry = -22253.7 eV
exact E 2p1/2: -1809.6956 Ry = -24622.2 eV
2p3/2: gamma = 1.91290, Q/P at r->0 = -0.1492
2p1/2: gamma = 0.81191, Q/P at r->0 = 3.1037
2p1/2 crossover radius r_x = 0.003329 bohr
small-Z*alpha estimate of r_x = 0.003195 bohr
1/r_x^2 = 9.0223e+04 bohr^-2
potential energy inside r_x, NR 2p: 0.017 %
potential energy inside r_x, 2p3/2: 0.028 %
potential energy inside r_x, 2p1/2: 1.183 %
decay power NR 2p: 2.4864 (zeta_max 1.97e+05 to 3.15e+06 bohr^-2)
decay power 2p3/2: 1.8932 (zeta_max 1.57e+06 to 2.52e+07 bohr^-2)
decay power 2p1/2: 0.8115 (zeta_max 1.29e+10 to 3.30e+12 bohr^-2)
2p1/2 constant error of ratio-2 sets: 7.78e-05 Ry
2p1/2 power, total errors, 2.01e+08 to 1.29e+10 bohr^-2: 0.7349
same with the constant error removed: 0.8095
six optimized exponents, bohr^-2:
NR 2p: 97.174 223.76 535.48 1409.1 4349.6 18337
2p3/2: 105.29 251.57 628.64 1743.3 5751.6 26466
2p1/2: 160.93 466.87 1513 5977.6 30490 2.1015e+05
tightest exponent for 4, 6, 8 functions, bohr^-2:
NR 2p: 4.6868e+03 1.8337e+04 6.0926e+04
2p3/2: 5.8657e+03 2.6466e+04 1.0360e+05
2p1/2: 1.8935e+04 2.1015e+05 1.6396e+06
zeta_max ratio 2p3/2 to NR, six: 1.443
zeta_max ratio 2p1/2 to NR, six: 11.460
upper-bound errors, Ry; columns NR 2p, 2p3/2, 2p1/2:
set NR 2p: 0.02585 0.06998 7.41723
set 2p3/2: 0.03376 0.05641 5.71013
set 2p1/2: 1.20471 0.95926 2.13860
2p3/2: error in NR set / error in own set = 1.240
2p1/2: error in NR set / error in own set = 3.468
2p1/2 error in NR set = 100.917 eV
2p1/2 error in own set = 29.097 eV
kinetically balanced signed errors, Ry; columns 2p3/2, 2p1/2:
set NR 2p: 0.06546 3.66789
set 2p3/2: 0.05345 2.56147
set 2p1/2: 0.95737 0.94664
NR set + tight, 2p3/2: zeta 1.1570e+05 bohr^-2, error 0.02642 Ry
NR set + other, 2p3/2: zeta 3.8870e+01 bohr^-2, error 0.06949 Ry
NR set + tight, 2p1/2: zeta 1.1570e+05 bohr^-2, error 2.19953 Ry
NR set + other, 2p1/2: zeta 8.9308e+03 bohr^-2, error 7.33519 Ry
2p1/2 zeta_max with 10c: 1.9557e+04 bohr^-2
model nuclear rms radius = 5.5 fm = 1.0393e-04 bohr
nuclear Gaussian exponent = 1.3886e+08 bohr^-2
finite-nucleus shift = 0.0554 Ry
finite nucleus 2p1/2 zeta_max = 2.1010e+05 bohr^-2
finite nucleus error, own set = 2.08354 Ry
finite nucleus error, NR set = 7.36190 Ry
finished without a failed check
```
